# Surface Green function and zero-energy pole of an SSH lead

## Problem

A semi-infinite Su–Schrieffer–Heeger (SSH) lead has sites $1,2,3,\dots$, one orthonormal orbital per site, and all site energies equal to zero. The hoppings are real and positive and alternate from the surface: bond 1–2 is $t_1$, bond 2–3 is $t_2$, bond 3–4 is $t_1$, and so on. Electrons do not interact.

Find the surface Green function
$$G(z)=\langle 1|(z-H)^{-1}|1\rangle$$
in closed form. Decide for which terminations it has a pole at $z=0$, and find the weight (residue) of that pole.

## A tempting but wrong solution

Split site 1 from the rest of the lead. If $G'$ is the surface Green function of the chain that begins at site 2, eliminating that chain from the linear equations adds the self-energy $t_1^2G'$ to site 1. Removing site 2 as well leaves a copy of the original lead, now attached by $t_2$. Hence
$$G=\frac{1}{z-t_1^2G'},\qquad G'=\frac{1}{z-t_2^2G}.$$
Inserting the second equation into the first gives
$$G=\frac{z-t_2^2G}{z(z-t_2^2G)-t_1^2}.$$
Multiplying out, $z^2G-zt_2^2G^2-t_1^2G=z-t_2^2G$, or
$$z\,t_2^2G^2-(z^2+t_2^2-t_1^2)\,G+z=0. \tag{1}$$

The product of the two roots is $1/t_2^2$. Unless both have modulus $1/t_2$, one root therefore has $|t_2G|<1$ and the other $|t_2G|>1$. To choose, attach an extra site 0 in front of the lead by a hopping $t_2$. The lead then responds with $\psi_1=t_2G\,\psi_0$. A disturbance must die out inside the lead when $z$ lies off the bands, so one takes the root with $|t_2G|<1$.

Near $z=0$, with $t_1\ne t_2$, the sum of the roots is approximately $(t_2^2-t_1^2)/(t_2^2z)$, which diverges, while their product stays finite. The two roots therefore behave as
$$\frac{t_2^2-t_1^2}{t_2^2\,z}\qquad\text{and}\qquad \frac{z}{t_2^2-t_1^2}.$$
The rule selects the second, whichever hopping is larger. The conclusion would be that neither termination has a zero-energy pole.

## Where it fails

Let $t_1\to0$. Site 1 is then isolated and $G=1/z$, a pole of weight one. The conclusion is false, so some step must be.

Equation (1) is sound. The fault is the selection rule. The number $t_2G$ is the amplitude ratio across one bond, from site 0 to site 1. The lead repeats after two bonds, and what must decay is the ratio between equivalent sites,
$$\lambda=\frac{\psi_3}{\psi_1}=\frac{\psi_3}{\psi_2}\,\frac{\psi_2}{\psi_1}=(t_2G)(t_1G').$$
One factor may exceed one in modulus if the other is small enough. The condition is $|\lambda|<1$, and it does not require $|t_2G|<1$.

## Right solution

**The decaying solution.** The first column of the resolvent solves $(z-H)\psi=e_1$, where $e_1$ is one on site 1 and zero elsewhere. Call the amplitudes on sites $2n-1$ and $2n$ of cell $n$ $a_n$ and $b_n$. Then
$$za_1-t_1b_1=1,$$
$$zb_n=t_1a_n+t_2a_{n+1}\quad(n\ge1),\qquad za_n=t_1b_n+t_2b_{n-1}\quad(n\ge2).$$
Try $a_n=a\lambda^{n-1}$ and $b_n=b\lambda^{n-1}$. The last two equations become
$$zb=(t_1+t_2\lambda)a,\qquad za=(t_1+t_2/\lambda)b. \tag{2}$$
They have a nonzero solution if
$$z^2=(t_1+t_2\lambda)(t_1+t_2/\lambda)=t_1^2+t_2^2+t_1t_2(\lambda+1/\lambda). \tag{3}$$
If $\lambda$ solves (3), so does $1/\lambda$. Setting $\lambda=e^{ik}$ gives $z^2=t_1^2+t_2^2+2t_1t_2\cos k$, which means real $z=E$ with $|t_1-t_2|\le|E|\le t_1+t_2$. These are the bands. For every other $z$ one root has $|\lambda|<1$, and that root gives a square-summable $\psi$.

Subtract the surface equation $za-t_1b=1$ from the second equation in (2), written as $za-t_1b=t_2b/\lambda$. The result is $t_2b/\lambda=1$, so $b=\lambda/t_2$. The surface equation then gives
$$G=a=\frac{1}{z}\left(1+\frac{t_1}{t_2}\lambda\right),\qquad |\lambda|<1. \tag{4}$$
For nonreal $z$ the operator $z-H$ is invertible, because $H$ is bounded and Hermitian. The square-summable solution is therefore unique, and (4) is the resolvent element. Analytic continuation carries it into the gap.

**Closed form.** Multiply (3) by $\lambda$ and solve the quadratic:
$$\lambda=\frac{z^2-t_1^2-t_2^2-R(z)}{2t_1t_2},$$
$$R^2=(z^2-t_1^2-t_2^2)^2-4t_1^2t_2^2=[z^2-(t_1+t_2)^2][z^2-(t_1-t_2)^2].$$
The factors follow from the difference of two squares. At large $|z|$ the decaying root must tend to zero, which requires $R\to z^2$. Off the bands the two roots never meet, so $R$ continues analytically from there. Inserting $\lambda$ in (4),
$$G=\frac{2t_2^2+z^2-t_1^2-t_2^2-R}{2zt_2^2},$$
that is,
$$\boxed{G(z)=\frac{z^2+t_2^2-t_1^2-R(z)}{2z\,t_2^2}} \tag{5}$$

**The pole.** The numerator is analytic off the bands, so $z=0$ is the one possible pole there. To find $R(0)$, put $z=iy$ with $y>0$:
$$R^2=[y^2+(t_1+t_2)^2][y^2+(t_1-t_2)^2]>0.$$
Thus $R$ is real on this axis and has no zero. It is negative at large $y$, where $R\to-y^2$, and so it stays negative down to $y=0$:
$$R(0)=-(t_1+t_2)|t_1-t_2|=-|t_1^2-t_2^2|.$$
For $t_1\ne t_2$ the residue is
$$W=\lim_{z\to0}zG=\frac{t_2^2-t_1^2+|t_2^2-t_1^2|}{2t_2^2}
=\begin{cases}1-(t_1/t_2)^2,&t_1<t_2,\\[2pt]0,&t_1>t_2.\end{cases} \tag{6}$$
The pole exists only when the lead is terminated by its weak bond.

**The state behind it.** A zero-energy state obeys $t_1b_1=0$ and $t_1b_n+t_2b_{n-1}=0$, so every $b_n$ vanishes. The other equations give $a_{n+1}=-(t_1/t_2)a_n$. This can be normalized only for $t_1<t_2$, when
$$1=\sum_{n\ge1}|a_n|^2=\frac{|a_1|^2}{1-(t_1/t_2)^2}.$$
Hence $|a_1|^2=W$. The weight is the probability of finding the edge state on site 1; the state as a whole has norm one.

## Strong-bond termination and equal hoppings

For $t_1>t_2$, $G$ is regular at zero. Equation (1) at $z=0$ gives $G(0)=0$, and to first order $G\approx z/(t_2^2-t_1^2)$. The Green function passes through zero with negative slope.

For $t_1=t_2=t$ the gap closes, and zero is approached from above the real axis. With $z=i\eta$, $R=-\eta\sqrt{\eta^2+4t^2}$, and (5) gives
$$G(i\eta)=-i\,\frac{\sqrt{\eta^2+4t^2}-\eta}{2t^2}\to-\frac{i}{t}.$$
This is finite, so $zG\to0$ and there is no pole. The weight in (6) goes to zero continuously as $t_1\to t_2$ from below.

## Numbers

Take the round model values 0.06 and 0.10 hartree, in both orders. The gap extends to $|E|=0.04$ hartree (1.09 eV) on either side of zero.

**Weak first bond**, $t_1=0.06$, $t_2=0.10$ hartree. The weight is $W=1-0.6^2=0.64$. The probabilities on sites 1, 3 and 5 are 0.640, 0.230 and 0.083, each 0.36 times the one before, and together they make up 95% of the state.

At $E=0.02$ hartree, inside the gap, $R$ is still negative, since it has no zero between the band edges:
$$R=-\sqrt{(0.0256-0.0004)(0.0016-0.0004)}=-0.005499,$$
$$G=\frac{0.0004+0.0100-0.0036+0.005499}{2(0.02)(0.01)}=30.75\ \text{hartree}^{-1}.$$
The other root of (1) is 3.25 hartree$^{-1}$. The corresponding values of $t_2G$ are 3.07 and 0.33, so the tempting rule takes the wrong one. Equation (4), solved for $\lambda=(t_2/t_1)(zG-1)$, shows what each root means:
$$\lambda_{\rm true}=\frac{0.02\times30.7477-1}{0.6}=-0.642,\qquad
\lambda_{\rm false}=\frac{0.02\times3.2523-1}{0.6}=-1.558.$$
These are reciprocals. The root that looks small at the surface belongs to a solution that grows into the lead.

The rule fails throughout this gap, not just near the pole. At real $E$ in the gap both roots of (1) are real with positive product $1/t_2^2$. If $|t_2G|$ were one, the roots would coincide and $R$ would vanish, which happens only at band edges. Since $|t_2G|$ is large near the pole, it stays above one on both sides of it. With a strong first bond $G$ starts from zero instead, so $|t_2G|<1$ throughout the gap and the rule happens to work.

The error matters when the lead is attached to a device through a hopping $v$, because the device feels the self-energy $v^2G$. At this energy the false root makes it too small by a factor $30.75/3.25\approx9.5$.

**Strong first bond**, $t_1=0.10$, $t_2=0.06$ hartree. There is no pole. The slope at zero is $1/(0.0036-0.0100)=-156.25$ hartree$^{-2}$. At 0.02 hartree this linear law gives $-3.13$ hartree$^{-1}$, against $-3.48$ from (5); the difference comes from higher orders in $E$.

## Where the remaining weight goes

In a band, take $z=E+i0$. Then $\lambda=e^{i\theta}$, and (4) gives $|\mathrm{Im}\,G|=(t_1/t_2)|\sin\theta|/|E|$. From (3), $2t_1t_2\cos\theta=E^2-t_1^2-t_2^2$, so
$$4t_1^2t_2^2\sin^2\theta=[(t_1+t_2)^2-E^2][E^2-(t_1-t_2)^2].$$
The surface density of states $\rho=-\mathrm{Im}\,G/\pi$ cannot be negative, which fixes the sign:
$$\rho(E)=\frac{\sqrt{[(t_1+t_2)^2-E^2][E^2-(t_1-t_2)^2]}}{2\pi|E|\,t_2^2}.$$
Completeness of the eigenstates requires the band weight and $W$ to add up to one. Numerical integration of $\rho$ gives 0.36 for the weak first bond and 1.00 for the strong one, as (6) demands. For the weak first bond the bands alone leave 0.64 of an orbital unaccounted for. That is the weight of the pole, which the tempting solution misses.

## Conditions

The pole sits at the common site energy, here zero. If the surface site alone is shifted by $u$, its Green function becomes $1/(G^{-1}-u)$. Near zero $G^{-1}\approx z/W$ for a weak first bond, so a small shift moves the pole to $z\approx Wu$. The edge state is then no longer at zero energy. The linear estimate holds only for $|u|\ll t_2$. The state stays in the gap as long as $|u|<t_2$, because the pole lies where $G=1/u$ and $|G|$ falls from infinity at zero to $1/t_2$ at the gap edges.

A finite chain of even length has the same bond at both ends. For $t_1<t_2$ a sufficiently long one has an edge state at each end, and the two mix into a pair of states near zero energy. The weights on site 1 of all states deep in the gap must then be summed before comparison with (6). This was tested by diagonalizing 400-site chains: at $t_1/t_2=0.9$ the sum is 0.19, and at 1.1 it is zero. These two values are in the numerical output below.

## Computed results

```
hoppings: 0.06 and 0.10 hartree
gap edge: 0.0400 hartree = 1.0885 eV
band top: 0.1600 hartree = 4.3538 eV
largest relative error of closed form: 9.9e-15
weak first bond: t1 = 0.06, t2 = 0.10 hartree
  decaying cell factor at z=0: -0.6000
  pole weight, formula: 0.640000
  pole weight, contour integral: 0.640000
  pole weight, diagonalization: 0.640000
  band weight, quadrature: 0.360000
  G(0.02 hartree + i0): 30.7477 -0.0000 i 1/hartree
  G(0.10 hartree + i0): 8.2000 -5.7236 i 1/hartree
  band density at 0.10 hartree: 1.8219 1/hartree
strong first bond: t1 = 0.10, t2 = 0.06 hartree
  decaying cell factor at z=0: -0.6000
  pole weight, formula: 0.000000
  pole weight, contour integral: 0.000000
  pole weight, diagonalization: 0.000000
  band weight, quadrature: 1.000000
  G(0.02 hartree + i0): -3.4785 -0.0000 i 1/hartree
  G(0.10 hartree + i0): 5.0000 -15.8990 i 1/hartree
  band density at 0.10 hartree: 5.0608 1/hartree
t1/t2, pole weight by diagonalization, formula:
  0.3  0.910000  0.910000
  0.6  0.640000  0.640000
  0.9  0.190000  0.190000
  1.1  0.000000  0.000000
  1.5  0.000000  0.000000
edge state amplitude ratio per cell: -0.6000
edge state probability on sites 1, 3, 5: 0.6400, 0.2304, 0.0829
sum over these three sites: 0.9533
strong first bond, G/E near zero: -156.25 1/hartree^2 (formula -156.25)
equal hoppings 0.10 hartree, |zG| at z = 0.0050i, 0.0025i hartree: 0.04877, 0.02469
weak first bond at 0.02 hartree: true root 30.7477, false root 3.2523 1/hartree
  t2*G for true and false root: 3.0748, 0.3252
```
